# Singlet and triplet excitations of minimal-basis H2: Casida, TDHF and BSE: a program that tests the result

```python
"""Excitations of minimal-basis H2: Casida, TDHF and static BSE compared.

Result under test: with bonding g and antibonding u, J=(gg|uu), K=(gu|gu),
  exact-exchange Casida and TDHF have identical A and B in both spin channels;
  static BSE has A = D_GW - J (+2K for singlet), B = -W (+2K for singlet),
  where J stays unscreened by parity and W = K D/(D+4K).
D is the HF gap, D_GW the G0W0 gap, omega = sqrt((A-B)(A+B)).
All energies are in hartree and lengths in bohr unless printed otherwise.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def molecule(bond, basis="sto-3g"):
    return gto.M(atom=f"H 0 0 0; H 0 0 {bond}", unit="Bohr",
                 basis=basis, verbose=0)


def to_orbitals(mol, C):
    h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                    C, C, C, C, optimize=True)
    return C.T @ h_ao @ C, eri


def symmetry_orbitals(mol):
    s = mol.intor("int1e_ovlp")[0, 1]
    return np.array([[1 / np.sqrt(2 * (1 + s)), 1 / np.sqrt(2 * (1 - s))],
                     [1 / np.sqrt(2 * (1 + s)), -1 / np.sqrt(2 * (1 - s))]])


def hf_gap(h, eri):
    return (h[1, 1] - h[0, 0] + 2 * eri[0, 0, 1, 1]
            - eri[0, 1, 0, 1] - eri[0, 0, 0, 0])


def omega(A, B):
    return np.sqrt((A - B) * (A + B))


def gw_bse(D, J, K):
    """Closed formulas: RPA energy, pole strength, level shift, W, (A,B)."""
    rpa = np.sqrt(D * (D + 4 * K))
    strength = 2 * K**2 * D / rpa
    shift = (-(D + rpa) + np.sqrt((D + rpa)**2 + 4 * strength)) / 2
    W = K * D / (D + 4 * K)
    gap = D + 2 * shift
    return rpa, strength, shift, W, {
        "S": (gap - J + 2 * K, 2 * K - W), "T": (gap - J, -W)}


def screened_interaction(eri, energies, nocc, xi=0.0):
    """Solve the RPA screening equation at frequency i*xi for all pairs."""
    n = len(energies)
    V = eri.reshape(n * n, n * n)
    response = np.zeros(n * n)
    for i in range(nocc):
        for a in range(nocc, n):
            d = energies[a] - energies[i]
            response[i * n + a] = -4 * d / (d * d + xi * xi)
    W = np.linalg.solve(np.eye(n * n) - V * response[None, :], V)
    return W.reshape(n, n, n, n)


def fock_space_levels(h, eri):
    """Diagonalize the full Hamiltonian of two orbitals, by electron number."""
    lower, Z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    a = [reduce(np.kron, [Z] * k + [lower] + [one] * (3 - k)) for k in range(4)]
    H = np.zeros((16, 16))
    for p in range(2):
        for q in range(2):
            for s in range(2):
                H += h[p, q] * a[2*p+s].T @ a[2*q+s]
                for r in range(2):
                    for v in range(2):
                        for t in range(2):
                            H += 0.5 * eri[p, q, r, v] * (
                                a[2*p+s].T @ a[2*r+t].T @ a[2*v+t] @ a[2*q+s])
    number = np.rint(np.diag(sum(x.T @ x for x in a))).astype(int)
    levels = {}
    for n in (1, 2, 3):
        pick = np.where(number == n)[0]
        levels[n] = np.linalg.eigvalsh(H[np.ix_(pick, pick)])
    return levels


# ---------- integrals and Hartree-Fock gap ----------
bond = 1.4
mol = molecule(bond)
C = symmetry_orbitals(mol)
h, eri = to_orbitals(mol, C)
Jgg, Juu = eri[0, 0, 0, 0], eri[1, 1, 1, 1]
J, K = eri[0, 0, 1, 1], eri[0, 1, 0, 1]
D = hf_gap(h, eri)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
e = mf.mo_energy
assert abs(e[1] - e[0] - D) < 1e-7

# ---------- Kohn-Sham gaps: exact exchange and local density exchange ----------
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.build()
g, u = (dft.numint.eval_ao(mol, grid.coords) @ C).T
weight = grid.weights
assert abs(weight @ g**2 - 1) < 1e-4 and abs(weight @ u**2 - 1) < 1e-4


def hartree(P):
    return np.einsum("pqrs,sr->pq", eri, P)


def fock_hf(P, s):
    return h + hartree(P[0] + P[1]) - np.einsum("prsq,rs->pq", eri, P[s])


def fock_exact_local(P, s):
    return h + hartree(P[0] + P[1]) - hartree(P[s])


def fock_density_exchange(P, s):
    rho = (P[s][0, 0].real * g**2 + P[s][1, 1].real * u**2
           + 2 * P[s][0, 1].real * g * u)
    v = -weight * np.cbrt(6 / np.pi * np.maximum(rho, 1e-60))
    off = v @ (g * u)
    vx = np.array([[v @ g**2, off], [off, v @ u**2]])
    return h + hartree(P[0] + P[1]) + vx


ground = [np.diag([1.0, 0.0])] * 2
F = fock_exact_local(ground, 0)
Dx = F[1, 1] - F[0, 0]
F = fock_density_exchange(ground, 0)
DL = F[1, 1] - F[0, 0]
assert abs((e[1] - e[0] - Dx) - (J - K)) < 1e-7
rho_spin = np.maximum(g**2, 1e-60)
f = -np.cbrt(6 / np.pi) / 3 * (weight @ ((g * u)**2 * rho_spin**(-2 / 3)))

casida_x = {"S": (Dx + K, K), "T": (Dx - K, -K)}
casida_L = {"S": (DL + 2 * K + f, 2 * K + f), "T": (DL + f, f)}
tdhf = {"S": (D - J + 2 * K, K), "T": (D - J, -K)}
assert np.allclose([casida_x[s] for s in "ST"], [tdhf[s] for s in "ST"],
                   atol=1e-9)


# ---------- frequencies from nonlinear real-time motion ----------
def propagated_frequency(fock, sign):
    tilt = 1e-3
    start = np.array([np.cos(tilt), np.sin(tilt),
                      np.cos(tilt), sign * np.sin(tilt)], dtype=complex)

    def motion(t, y):
        c = y.reshape(2, 2)
        P = [np.outer(x, x.conj()) for x in c]
        return np.concatenate([-1j * fock(P, s) @ c[s] for s in range(2)])

    def dipole(t, y):
        return (y[0].conjugate() * y[1]).real

    run = solve_ivp(motion, (0, 20), start, method="DOP853",
                    rtol=1e-11, atol=1e-13, events=dipole)
    zeros = run.t_events[0]
    assert len(zeros) >= 2
    return np.pi * (len(zeros) - 1) / (zeros[-1] - zeros[0])


realtime = {}
for name, fock, matrices in (("TDHF", fock_hf, tdhf),
                             ("EXX", fock_exact_local, casida_x),
                             ("LDX", fock_density_exchange, casida_L)):
    for spin, sign in (("S", 1), ("T", -1)):
        realtime[name, spin] = propagated_frequency(fock, sign)
        # finite tilt leaves an error of order tilt squared
        assert abs(realtime[name, spin] - omega(*matrices[spin])) < 2e-5

# ---------- screening, self-energy and BSE ----------
rpa, strength, shift, W, bse = gw_bse(D, J, K)
Wfull = screened_interaction(eri, e, 1)
assert abs(Wfull[0, 0, 1, 1] - J) < 1e-10
assert abs(Wfull[0, 1, 0, 1] - W) < 1e-7


def self_energy_integral(p, energy):
    def integrand(xi):
        Wc = screened_interaction(eri, e, 1, xi) - eri
        return sum(Wc[p, q, p, q] * (energy - e[q])
                   / ((energy - e[q])**2 + xi**2) for q in range(2))
    return -quad(integrand, 0, np.inf, epsabs=1e-10, limit=200)[0] / np.pi


for fraction in (0.3, 0.6):
    x = e[0] + fraction * D
    assert abs(self_energy_integral(0, x) - strength / (x - e[1] - rpa)) < 1e-7
    assert abs(self_energy_integral(1, x) - strength / (x - e[0] + rpa)) < 1e-7
upper = brentq(lambda x: x - e[1] - strength / (x - e[0] + rpa),
               e[1], e[1] + 1, xtol=1e-13)
lower = brentq(lambda x: x - e[0] - strength / (x - e[1] - rpa),
               e[0] - 1, e[0], xtol=1e-13)
Dgw = upper - lower
assert abs(Dgw - D - 2 * shift) < 1e-7

same = np.eye(2)
A_spin = same * (Dgw - Wfull[0, 0, 1, 1]) + K
B_spin = K - same * Wfull[0, 1, 0, 1]
roots = np.linalg.eigvals(np.block([[A_spin, B_spin], [-B_spin, -A_spin]]))
positive = np.sort(roots.real[roots.real > 0])
assert np.allclose(positive, [omega(*bse["T"]), omega(*bse["S"])], atol=1e-6)

gap_effect, screen_effect = {}, {}
for spin in "ST":
    bare_coupling = omega(bse[spin][0], tdhf[spin][1])
    gap_effect[spin] = bare_coupling - omega(*tdhf[spin])
    screen_effect[spin] = omega(*bse[spin]) - bare_coupling
assert gap_effect["S"] > 0 > screen_effect["S"]
assert gap_effect["T"] > 0 and screen_effect["T"] > 0

# ---------- full CI in the same basis ----------
levels = fock_space_levels(h, eri)
E0 = levels[2][0]
corr = 2 * h[0, 0] + Jgg - E0
exact_gap = levels[1][0] + levels[3][0] - 2 * E0
exact = {"T": levels[2][1] - E0, "S": levels[2][4] - E0}
assert abs(exact_gap - D - 2 * corr) < 1e-9
assert abs(exact["T"] - (D - J + corr)) < 1e-9
assert abs(exact["S"] - (D - J + 2 * K + corr)) < 1e-9

# ---------- leading errors when the interaction is weak ----------
scale = 1e-3
h_weak = np.diag([0.0, D - scale * (2 * J - K - Jgg)])
weak = fock_space_levels(h_weak, scale * eri)[2]
j, k = scale * J, scale * K
weak_bse = gw_bse(D, j, k)[4]
weak_hf = {"S": (D - j + 2 * k, k), "T": (D - j, -k)}
error_ratio = {}
for spin, index in (("S", 4), ("T", 1)):
    true_value = weak[index] - weak[0]
    for name, matrices in (("TDHF", weak_hf), ("BSE", weak_bse)):
        error_ratio[name, spin] = ((omega(*matrices[spin]) - true_value)
                                   / (k**2 / D))
    # the next order in the interaction is the remaining deviation
    assert abs(error_ratio["TDHF", spin] + 1) < 0.02
    assert abs(error_ratio["BSE", spin] - 1) < 0.02


# ---------- triplet instability on stretching ----------
def triplet_sum(length, method):
    m = molecule(length)
    h_r, eri_r = to_orbitals(m, symmetry_orbitals(m))
    d, j_r, k_r = hf_gap(h_r, eri_r), eri_r[0, 0, 1, 1], eri_r[0, 1, 0, 1]
    if method == "TDHF":
        return d - j_r - k_r
    return sum(gw_bse(d, j_r, k_r)[4]["T"])


def tilt_energy(length, angle=0.01):
    """Energy change when the two spin orbitals tilt in opposite ways."""
    m = molecule(length)
    h_r, eri_r = to_orbitals(m, symmetry_orbitals(m))

    def energy(t):
        up = np.array([np.cos(t), np.sin(t)])
        down = np.array([np.cos(t), -np.sin(t)])
        return (up @ h_r @ up + down @ h_r @ down
                + np.einsum("pqrs,p,q,r,s", eri_r, up, up, down, down))
    return energy(angle) - energy(0.0)


limit_hf = brentq(triplet_sum, 1.4, 8.0, args=("TDHF",))
limit_bse = brentq(triplet_sum, 1.4, 8.0, args=("BSE",))
assert tilt_energy(limit_hf - 0.05) > 0 > tilt_energy(limit_hf + 0.05)
assert limit_bse > limit_hf

# ---------- a larger basis has even transitions that can screen J ----------
big = molecule(bond, "6-31g**")
mf_big = scf.RHF(big)
mf_big.conv_tol = 1e-11
mf_big.kernel()
eri_big = to_orbitals(big, mf_big.mo_coeff)[1]
W_big = screened_interaction(eri_big, mf_big.mo_energy, 1)
assert abs(W_big[0, 0, 1, 1] - eri_big[0, 0, 1, 1]) > 1e-5


# ---------- printed results ----------
def show(label, value, unit="hartree"):
    print(f"{label}: {value:.5f} {unit}")


show("H2 STO-3G bond length", bond, "bohr")
show("h_gg", h[0, 0])
show("h_uu", h[1, 1])
show("J_gg", Jgg)
show("J_uu", Juu)
show("J = (gg|uu)", J)
show("K = (gu|gu)", K)
show("HF energy of g", e[0])
show("HF energy of u", e[1])
show("exact-exchange KS gap D_x", Dx)
show("local-density-exchange KS gap D_L", DL)
show("local exchange kernel element f", f)
show("HF gap D", D)
show("opening D - D_x", D - Dx)
show("RPA energy Omega", rpa)
show("self-energy pole strength w^2", strength, "hartree^2")
show("GW shift delta of each level", shift)
show("GW gap D_GW", Dgw)
show("total opening D_GW - D_x", Dgw - Dx)
show("net D_GW - J - D_x", Dgw - J - Dx)
show("screened direct element W_gg,uu", Wfull[0, 0, 1, 1])
show("screened coupling element W", W)
print("Method, spin: A, B, omega [hartree]; omega [eV]")
for name, matrices in (("Casida exact exchange", casida_x),
                       ("Casida local exchange", casida_L),
                       ("TDHF", tdhf), ("BSE", bse)):
    for spin in "ST":
        A, B = matrices[spin]
        w = omega(A, B)
        print(f"{name}, {spin}: {A:.5f}, {B:.5f}, {w:.5f}; "
              f"{w * HARTREE_EV:.3f}")
for spin in "ST":
    print(f"Full CI, {spin}: {exact[spin]:.5f} hartree; "
          f"{exact[spin] * HARTREE_EV:.3f} eV")
show("correlation energy size c", corr)
show("full-CI fundamental gap", exact_gap)
for spin in "ST":
    show(f"BSE minus TDHF, {spin}, gap opening part", gap_effect[spin])
    show(f"BSE minus TDHF, {spin}, screening part", screen_effect[spin])
for spin in "ST":
    print(f"weak-coupling error/(K^2/D), {spin}: TDHF "
          f"{error_ratio['TDHF', spin]:.3f}, BSE {error_ratio['BSE', spin]:.3f}")
show("TDHF triplet instability at bond length", limit_hf, "bohr")
show("BSE triplet instability at bond length", limit_bse, "bohr")
show("6-31G** bare (gg|uu)", eri_big[0, 0, 1, 1])
show("6-31G** screened W_gg,uu", W_big[0, 0, 1, 1])
print("no test failed")
```

Running it gives:

```
H2 STO-3G bond length: 1.40000 bohr
h_gg: -1.25280 hartree
h_uu: -0.47560 hartree
J_gg: 0.67459 hartree
J_uu: 0.69750 hartree
J = (gg|uu): 0.66356 hartree
K = (gu|gu): 0.18126 hartree
HF energy of g: -0.57820 hartree
HF energy of u: 0.67027 hartree
exact-exchange KS gap D_x: 0.76616 hartree
local-density-exchange KS gap D_L: 0.74805 hartree
local exchange kernel element f: -0.13189 hartree
HF gap D: 1.24847 hartree
opening D - D_x: 0.48231 hartree
RPA energy Omega: 1.56967 hartree
self-energy pole strength w^2: 0.05226 hartree^2
GW shift delta of each level: 0.01842 hartree
GW gap D_GW: 1.28532 hartree
total opening D_GW - D_x: 0.51916 hartree
net D_GW - J - D_x: -0.14441 hartree
screened direct element W_gg,uu: 0.66356 hartree
screened coupling element W: 0.11467 hartree
Method, spin: A, B, omega [hartree]; omega [eV]
Casida exact exchange, S: 0.94742, 0.18126, 0.92992; 25.304
Casida exact exchange, T: 0.58491, -0.18126, 0.55611; 15.133
Casida local exchange, S: 0.97867, 0.23062, 0.95111; 25.881
Casida local exchange, T: 0.61615, -0.13189, 0.60187; 16.378
TDHF, S: 0.94742, 0.18126, 0.92992; 25.304
TDHF, T: 0.58491, -0.18126, 0.55611; 15.133
BSE, S: 0.98427, 0.24785, 0.95256; 25.920
BSE, T: 0.62176, -0.11467, 0.61109; 16.629
Full CI, S: 0.96798 hartree; 26.340 eV
Full CI, T: 0.60547 hartree; 16.476 eV
correlation energy size c: 0.02056 hartree
full-CI fundamental gap: 1.28959 hartree
BSE minus TDHF, S, gap opening part: 0.03752 hartree
BSE minus TDHF, S, screening part: -0.01488 hartree
BSE minus TDHF, T, gap opening part: 0.03864 hartree
BSE minus TDHF, T, screening part: 0.01634 hartree
weak-coupling error/(K^2/D), S: TDHF -1.000, BSE 0.998
weak-coupling error/(K^2/D), T: TDHF -1.000, BSE 0.999
TDHF triplet instability at bond length: 2.17969 bohr
BSE triplet instability at bond length: 2.93235 bohr
6-31G** bare (gg|uu): 0.43155 hartree
6-31G** screened W_gg,uu: 0.41400 hartree
no test failed
```
